Thermal photons and single-molecule coupling in an infrared microcavity

At 300 K the thermal energy kT corresponds to 209 cm⁻¹, about a tenth of the energy of a 2000 cm⁻¹ photon. Yet a cavity mode at 2000 cm⁻¹ holds on average not a tenth of a photon but 6.8 × 10⁻⁵. If molecules in that cavity split its resonance by 100 cm⁻¹, the root-mean-square coupling of a single molecule may be only 4 × 10⁻⁵ cm⁻¹. The first small number comes from a Boltzmann factor, the second from the number of molecules sharing the mode.

**1. The thermal number at low temperature**

Let ν be the wavenumber of the mode, without molecules and in equilibrium at temperature T. Define

x = hcν/(kT), q = e⁻ˣ.

The state with m photons has energy mhcν above the ground state and weight qᵐ. The zero-point energy is common to all states and cancels. The weights sum to 1/(1 − q). Applying q d/dq to this sum gives Σ m qᵐ = q/(1 − q)². The mean photon number is therefore

n = [q/(1 − q)²] / [1/(1 − q)] = q/(1 − q) = 1/(eˣ − 1).

For x ≫ 1, q is small, and the geometric series gives

n = e⁻ˣ + e⁻²ˣ + …

The leading term is the probability factor for one photon. The first correction, relative to it, is e⁻ˣ. Here

x = 2000/208.51 = 9.592, n = 6.8 × 10⁻⁵,

so the correction changes n by less than one part in ten thousand.

The opposite limit shows why the guess "a tenth" fails. For x ≪ 1, eˣ − 1 = x(1 + x/2 + …), and hence

n = 1/x − 1/2 + …

The leading term is kT/(hcν), which would give 0.104 here, about 1500 times too much. That term alone is a good estimate only when kT is well above the photon energy.

To an order of magnitude, n is thus 10⁻⁴. Solving n = 1/(eˣ − 1) for the temperature gives

T = hcν / [k ln(1 + 1/n)],

which is 312 K for n = 10⁻⁴. The sensitivity follows from

dn/dx = −eˣ/(eˣ − 1)² = −n(1 + n).

Since x is proportional to 1/T, dx/d(ln T) = −x, and so

d(ln n)/d(ln T) = x(1 + n) ≈ 9.6.

A one per cent rise in temperature raises n by roughly ten per cent.

**2. What a splitting determines**

Now place N identical harmonic vibrations in the cavity, each resonant with the mode. Neglect losses and direct interactions between molecules. Let gᵢ be the real coupling of molecule i, in cm⁻¹. In the rotating-wave approximation, which keeps only the exchange of one quantum between light and matter, a state with one excitation has photon amplitude a and molecular amplitudes bᵢ. Measuring its energy W from the ground state, we have

(W − ν)a = Σ gᵢbᵢ,
(W − ν)bᵢ = gᵢa.

If W ≠ ν, the second equation gives bᵢ = gᵢa/(W − ν). Insert this into the first and divide by a, which cannot vanish here:

(W − ν)² = Σ gᵢ² ≡ G².

The two polaritons lie at W = ν ± G, and their splitting is

Ω = 2G = 2√(Σ gᵢ²).

If W = ν, the second equation requires a = 0 and the first requires Σ gᵢbᵢ = 0. This leaves N − 1 independent dark states, which contain no photon.

A splitting therefore fixes a sum of squares, not an individual coupling. With the root-mean-square coupling g_rms = √(Σ gᵢ²/N),

g_rms = Ω/(2√N).

For one molecule, g is half the splitting that it would produce alone. To obtain a number from Ω = 100 cm⁻¹, N must be supplied.

**3. The first correction to the polariton energies**

The rotating-wave result is the leading order in G/ν. To find the correction, retain all quadratic light–matter terms of the minimal-coupling Hamiltonian, still neglecting direct interactions between molecules. Set ħ = 1 and measure frequencies in wavenumbers. Let x and p now denote the coordinate and momentum of the cavity mode, and Xᵢ and Pᵢ those of vibration i, all scaled to unit mass:

H = ½(p² + ν²x²) + ½Σ[(Pᵢ − cᵢx)² + ν²Xᵢ²].

The term cᵢx represents the vector potential at the molecule, taken as uniform over its size.

To relate cᵢ to gᵢ, write x = (a + a†)/√(2ν) and Pᵢ = i√(ν/2)(bᵢ† − bᵢ), where a and bᵢ are now operators. The cross term becomes

−cᵢPᵢx = −(icᵢ/2)(bᵢ† − bᵢ)(a + a†).

Its exchange part is −(icᵢ/2)(bᵢ†a − bᵢa†). A constant change of phase of bᵢ turns this into (cᵢ/2)(bᵢ†a + bᵢa†), so cᵢ = 2gᵢ.

Hamilton's equations are

ẋ = p, ṗ = −ν²x + Σ cᵢ(Pᵢ − cᵢx),
Ẋᵢ = Pᵢ − cᵢx, Ṗᵢ = −ν²Xᵢ.

Replace Pᵢ − cᵢx by Ẋᵢ in the equation for ṗ, and differentiate the equation for Ẋᵢ:

ẍ = −ν²x + Σ cᵢẊᵢ,
Ẍᵢ = −ν²Xᵢ − cᵢẋ.

For motion proportional to e^(−iWt), a time derivative is a factor −iW. Thus

(ν² − W²)x = −iW Σ cᵢXᵢ,
(ν² − W²)Xᵢ = iWcᵢx.

Multiply the first equation by ν² − W² and use the second. The factor (−i)(i) is +1, and Σ cᵢ² = 4G², so for x ≠ 0

(W² − ν²)² = 4G²W².

The square roots are W² − ν² = ±2GW. Their positive solutions are

W± = √(ν² + G²) ± G.

The splitting is still 2G in this model, while the centre moves. For small G/ν,

W± = ν ± G + G²/(2ν) + …

With G = 50 cm⁻¹, the first correction is 2500/4000 = 0.625 cm⁻¹. It moves the polaritons from 1950 and 2050 cm⁻¹ to 1950.6 and 2050.6 cm⁻¹. A numerical normal-mode calculation with five unequal couplings confirms both the positions and the unchanged splitting. In a dense medium the neglected dipole–dipole interaction is of the same order, G²/ν. A Lorentz local field lowers the squared vibrational frequency by 4G²/3, that is, the frequency by 0.83 cm⁻¹. This reduces the centre shift to about 0.2 cm⁻¹ and leaves the splitting at 100.0 cm⁻¹. The value 0.625 cm⁻¹ thus belongs to the non-interacting model.

In the coupled system, thermal quanta belong to the normal modes. Planck's formula at W₋ and W₊ gives occupations of 8.7 × 10⁻⁵ and 5.4 × 10⁻⁵. They differ from the empty-cavity number mainly through the factors e^(±50/208.51), which are 1.27 and 0.79. The order of magnitude remains. These are occupations of the normal modes. The bare operator a†a is a different quantity: the non-exchange part of the cross term mixes a photon–vibration pair into the ground state with amplitude G/(2ν), so ⟨a†a⟩ ≈ G²/(4ν²) = 1.6 × 10⁻⁴ for this H even at zero temperature. These virtual photons belong to the ground state and are not thermal excitations.

**4. Counting the molecules**

Take ideal planar mirrors and the lowest standing wave, with zero in-plane wavevector and one polarization. The background refractive index is 1. Half a wavelength fits between the mirrors:

L = 1/(2ν) = 2.5 μm.

Ideal planar mirrors do not determine a lateral mode size, so the area A is a separate input. Choose a square of side 10 μm and a density ρ = 6 molecules per nm³, which is 6 × 10⁹ per μm³. These are round model parameters. Then

V = AL = 100 × 2.5 = 250 μm³,
N = ρV = 6 × 10⁹ × 250 = 1.5 × 10¹²,
√N = 1.22 × 10⁶.

The single-molecule estimate is

g_rms = 50/(1.22 × 10⁶) = 4.1 × 10⁻⁵ cm⁻¹,

or 1.9 × 10⁻¹⁰ hartree. One molecule with this coupling would split the resonance by 8 × 10⁻⁵ cm⁻¹.

At fixed density and splitting, g_rms varies as V^(−1/2), hence inversely with the side of the square. A side of 5 μm gives 8.2 × 10⁻⁵ cm⁻¹, and one of 100 μm gives 4.1 × 10⁻⁶ cm⁻¹. The power of ten thus depends on the assumed mode area. The square is a counting area with periodic boundaries, not a physical confinement. A lateral half wave across a side s would raise the mode by the factor √(1 + (L/s)²), to 2062 cm⁻¹ for 10 μm and 2236 cm⁻¹ for 5 μm. For a side of 100 μm, about 130 in-plane modes per polarization lie within 100 cm⁻¹ of ν. Each couples to its own bright combination of vibrations, but their number is negligible against N.

The same count puts the thermal number in perspective. Each dark mode has wavenumber ν and therefore occupation n. Together they hold about Nn = 1.5 × 10¹² × 6.8 × 10⁻⁵ ≈ 10⁸ vibrational quanta, although the empty cavity mode would hold far less than one photon.

**5. Is the assumed density reasonable?**

The splitting also implies a transition dipole μ, which can be found from the vacuum field. Use atomic units with 4πε₀ = 1, and let ω be the mode energy in hartree. The zero-point energy ω/2 is shared equally between electric and magnetic parts, so the electric part is ω/4. Write the root-mean-square vacuum field as E(z) = C sin(πz/L). The electric energy density is E²/(8π), and the average of sin² between the mirrors is 1/2. Therefore

VC²/(16π) = ω/4, C² = 4πω/V.

A molecule whose transition dipole makes an angle θᵢ with the field has gᵢ = μ cos θᵢ E(zᵢ), apart from a sign that does not affect the splitting. This agrees with the vector-potential coupling at resonance: the potential amplitude is E/ω, while the velocity matrix element is ω times the position matrix element, so ω cancels.

For uniformly distributed, isotropically oriented molecules, the average of cos²θ is 1/3. Hence

g_rms² = μ² × (4πω/V) × (1/3) × (1/2) = 2πωμ²/(3V).

A molecule at the field maximum and aligned with the field has g_max² = 4πωμ²/V = 6g_rms². In the example g_max = 1.0 × 10⁻⁴ cm⁻¹.

Now use Ω² = 4Ng_rms² and N = ρV. The volume cancels:

Ω² = 8πωρμ²/3.

Enlarging the mode at fixed density adds molecules but weakens the field at each one, and the two effects compensate. Solving for the dipole,

μ = Ω√[3/(8πωρ)].

With Ω = 4.556 × 10⁻⁴ hartree, ω = 9.113 × 10⁻³ hartree and ρ = 8.891 × 10⁻⁴ bohr⁻³, this gives μ = 0.055 e bohr, or 0.14 debye. This is a small fraction of one electron charge displaced by one bohr, as one expects for a vibration of small amplitude, and it is of the same size as the transition dipole of the CO stretch, roughly 0.1 debye. A background index or local-field effects would change the inferred dipole. They would not change g_rms = Ω/(2√N) for a given N, but an index shortens the cavity and so lowers N for the same area. The assumed density is that of a liquid. With an index of 1.45 and no local-field factor, L = 1.72 μm, N = 1.0 × 10¹², g_rms = 4.9 × 10⁻⁵ cm⁻¹ and μ = 0.20 debye.

Direct diagonalization with 256 and 784 molecules at equal density gives splittings of 99.80 and 99.94 cm⁻¹. The molecules sit on a grid of m positions times m orientations, so 256 = 16² and 784 = 28². The position grid adds no error: sin² = (1 − cos(2πz/L))/2, and the cosine sums to zero over equally spaced midpoints, so the average is exactly 1/2. The small deficits therefore come from the grid of orientations. For m equally spaced midpoints of cos θ, the mean square is (1 − 1/m²)/3, which lowers the splitting by the relative amount 1/(2m²) at leading order. For m = 16 and 28 this is 0.20% and 0.06%, as found.

**6. The large-N correction and the effect of loss**

Randomly placed molecules do not sample the averages perfectly. Let y = gᵢ²/g_rms² = 6 cos²θ sin²(πz/L), whose mean is 1. The averages of cos⁴θ and sin⁴ are 1/5 and 3/8, so the mean of y² is 36 × (1/5) × (3/8) = 2.7 and the variance is 1.7. For independent molecules, G² has relative spread √(1.7/N). Because Ω is proportional to the square root of G², its relative spread is half as large:

δΩ/Ω ≈ 0.65/√N ≈ 5 × 10⁻⁷.

The sampling correction is negligible here, though it would matter for a few molecules.

Loss sets a more practical limit. Let κ and γ be the full energy widths of the cavity mode and of each vibration, with the same γ for all molecules. In the rotating-wave equations, replace W − ν by δ + iκ/2 for the photon and by δ + iγ/2 for the molecules, where δ = W − ν. The polariton condition becomes

(δ + iκ/2)(δ + iγ/2) = G².

Expanding and solving the quadratic gives

δ = −i(κ + γ)/4 ± √[G² − (κ − γ)²/16].

When G > |κ − γ|/4, the real parts are separated by

2√[G² − (κ − γ)²/16] ≈ 2G − (κ − γ)²/(16G).

The second form holds for |κ − γ| ≪ 4G. The relation Ω = 2G is then a good leading estimate for the separation of the real parts. Each polariton has full width (κ + γ)/2. When the separation is well above this width, the two lines barely overlap and their spacing approximates 2G. For G = 50 cm⁻¹ and κ = γ = 20 cm⁻¹, the transmission maxima are 101.8 cm⁻¹ apart and the absorption maxima 98.0 cm⁻¹. When it is comparable or smaller, the lines overlap and the observed maxima need not lie at the real parts of δ. G, and with it g_rms, should then be taken from the full line shape rather than from a peak separation.

Computed results

```
mode wavenumber: 2000 cm^-1
temperature: 300 K
collective splitting: 100 cm^-1
number density: 6.0 nm^-3
lateral side: 10 micrometre
thermal energy kT: 208.51 cm^-1
ratio h c nu/(kT): 9.5918
thermal photon number: 6.829e-05
temperature for n = 1e-04: 312.4 K
lower polariton, full model: 1950.62 cm^-1
upper polariton, full model: 2050.62 cm^-1
splitting, full model: 100.0000 cm^-1
lower polariton occupation: 8.654e-05
upper polariton occupation: 5.357e-05
mirror distance: 2.50 micrometre
mode volume: 250.0 micrometre^3
number of molecules: 1.500e+12
square root of that number: 1.225e+06
collective coupling G: 50.0 cm^-1
rms single-molecule coupling: 4.082e-05 cm^-1
rms single-molecule coupling: 1.860e-10 hartree
largest single-molecule coupling: 1.000e-04 cm^-1
side 5 micrometre: N = 3.750e+11, g_rms = 8.165e-05 cm^-1
side 100 micrometre: N = 1.500e+14, g_rms = 4.082e-06 cm^-1
mode energy: 9.1127e-03 hartree
splitting: 4.5563e-04 hartree
density: 8.8911e-04 bohr^-3
implied transition dipole: 0.0553 e bohr
implied transition dipole: 0.141 debye
diagonalized 256 molecules: splitting 99.80 cm^-1, dark states 255
diagonalized 784 molecules: splitting 99.94 cm^-1, dark states 783
```
